# Pseudo-Hydrogen Charges from Electron Counting and Their LDA Atoms: test program

```python
"""
Result under test: a tetrahedral dangling bond on an atom with m valence
electrons is passivated by pseudo-hydrogen of charge Z = 2 - m/4.
The neutral atoms of charge Z are solved in spin-unpolarized LDA.
Symbols: Z nuclear charge, f number of 1s electrons, u radial orbital
(integral of u^2 dr = 1), eps orbital energy, E total energy, zeta exponent
of the trial orbital. Algebra is in Hartree atomic units.
Counts: B host bonds, Dc and Da broken bonds on cations and anions.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eig, eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, dft
from pyscf.dft import libxc

EV = constants.physical_constants["Hartree energy in eV"][0]
ANG = constants.physical_constants["Bohr radius"][0] * 1e10

# ---------- electron counting on explicit zinc-blende clusters ----------
DIRECTIONS = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]


def is_cation(site):
    return site[0] % 2 == 0


def neighbours(site):
    sign = 1 if is_cation(site) else -1
    return [tuple(site[i] + sign * d[i] for i in range(3)) for d in DIRECTIONS]


def grow(seed, shells):
    sites = {seed}
    for _ in range(shells):
        sites = sites | {q for p in sites for q in neighbours(p)}
    return sites


def count(sites):
    cations = [p for p in sites if is_cation(p)]
    anions = [p for p in sites if not is_cation(p)]
    bonds = sum(q in sites for p in cations for q in neighbours(p))
    broken_c = sum(q not in sites for p in cations for q in neighbours(p))
    broken_a = sum(q not in sites for p in anions for q in neighbours(p))
    return len(cations), len(anions), bonds, broken_c, broken_a


clusters = [grow(s, k) for s in [(0, 0, 0), (1, 1, 1)] for k in range(4)]
pair = {(0, 0, 0), (1, 1, 1)}
clusters.append(pair)
counts = [count(c) for c in clusters]
print("Clusters used in electron count:", len(clusters))
for name, mc, ma in [("III-V", 3, 5), ("II-VI", 2, 6)]:
    matrix = np.array([[c[3], c[4]] for c in counts], float)
    needed = np.array([2 * (c[2] + c[3] + c[4]) - mc * c[0] - ma * c[1]
                       for c in counts], float)
    charges, _, rank, _ = np.linalg.lstsq(matrix, needed, rcond=None)
    assert rank == 2
    assert np.allclose(matrix @ charges, needed, atol=1e-9)
    assert np.allclose(charges, [2 - mc / 4, 2 - ma / 4], atol=1e-10)
    print(f"{name} charges, cation and anion (e): "
          f"{charges[0]:.2f} {charges[1]:.2f}")

for nc, na, b, dc, da in counts:
    deficit = 2 * (b + dc + da) - (3 * nc + 5 * na + dc + da)
    assert deficit == nc - na

# ---------- hybrid-orbital model of the passivated cluster ----------
E_CAT, E_AN, E_HYD, V_BOND, V_INTRA = 1.0, -1.0, 0.0, 4.0, 1.0  # eV


def hybrid_levels(sites, passivate):
    index = {(p, k): 4 * i + k for i, p in enumerate(sorted(sites))
             for k in range(4)}
    broken = [(p, k) for p in sorted(sites)
              for k, q in enumerate(neighbours(p)) if q not in sites]
    size = len(index) + (len(broken) if passivate else 0)
    h = np.zeros((size, size))
    for p in sites:
        for k, q in enumerate(neighbours(p)):
            i = index[p, k]
            h[i, i] = E_CAT if is_cation(p) else E_AN
            for other in range(4):
                if other != k:
                    h[i, index[p, other]] = -V_INTRA
            if q in sites:
                h[i, index[q, k]] = -V_BOND
    if passivate:
        for j, key in enumerate(broken, start=len(index)):
            h[j, j] = E_HYD
            h[j, index[key]] = h[index[key], j] = -V_BOND
    assert np.allclose(h, h.T)
    return np.linalg.eigvalsh(h)


sample = grow((0, 0, 0), 2)
nc, na, b, dc, da = count(sample)
levels = hybrid_levels(sample, True)
two_level = [np.linalg.eigvalsh([[x, -V_BOND], [-V_BOND, y]])
             for x, y in [(E_CAT, E_AN), (E_CAT, E_HYD), (E_AN, E_HYD)]]
upper_valence = max(t[0] for t in two_level) + V_INTRA
lower_conduction = min(t[1] for t in two_level) - 3 * V_INTRA
assert upper_valence < lower_conduction
middle = (upper_valence + lower_conduction) / 2
filled = int(np.sum(levels < middle))
assert filled == b + dc + da
top, bottom = levels[filled - 1], levels[filled]
assert top <= upper_valence + 1e-10
assert bottom >= lower_conduction - 1e-10
bare = hybrid_levels(sample, False)
gap_states = int(np.sum((bare > top + 1e-6) & (bare < bottom - 1e-6)))
assert gap_states > 0
electrons = 3 * nc + 5 * na + 1.25 * dc + 0.75 * da
assert electrons == 2 * filled
print("Model cluster cations, anions:", nc, na)
print("Host bonds, cation broken, anion broken:", b, dc, da)
print(f"Model cation, anion, H energies (eV): {E_CAT} {E_AN} {E_HYD}")
print(f"Model bond, intra-atomic couplings (eV): {V_BOND} {V_INTRA}")
print("Levels below gap:", filled)
print(f"Electrons with fractional H: {electrons:.0f}")
print("Electrons with ordinary H:", 3 * nc + 5 * na + dc + da)
print(f"Valence top, conduction bottom (eV): {top:.3f} {bottom:.3f}")
print(f"Weyl bounds on these edges (eV): "
      f"{upper_valence:.3f} {lower_conduction:.3f}")
print("Levels inside that gap without H:", gap_states)

# ---------- radial Chebyshev grid ----------
ORDER, RMAX = 72, 40.0
x = np.cos(np.pi * np.arange(ORDER + 1) / ORDER)
c = (-1.0) ** np.arange(ORDER + 1)
c[[0, -1]] *= 2
D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(ORDER + 1))
D -= np.diag(D.sum(axis=1))
D2 = ((D @ D) * (2 / RMAX) ** 2)[1:-1, 1:-1]
r = (RMAX / 2 * (1 + x))[1:-1]
moments = np.array([2 / (1 - k * k) if k % 2 == 0 else 0.0
                    for k in range(ORDER + 1)])
vander = np.polynomial.chebyshev.chebvander(x, ORDER)
weights = (np.linalg.solve(vander.T, moments) * RMAX / 2)[1:-1]


def xc(n, correlation=True):
    """Energy per electron and potential of the unpolarized LDA."""
    n = np.maximum(n, 1e-40)
    ex = -0.75 * (3 * n / np.pi) ** (1 / 3)
    if not correlation:
        return ex, 4 * ex / 3
    rs = (3 / (4 * np.pi * n)) ** (1 / 3)
    a, alpha = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    q = 2 * a * (b1 * rs**0.5 + b2 * rs + b3 * rs**1.5 + b4 * rs**2)
    dq = 2 * a * (b1 / (2 * rs**0.5) + b2 + 1.5 * b3 * rs**0.5 + 2 * b4 * rs)
    log = np.log1p(1 / q)
    ec = -2 * a * (1 + alpha * rs) * log
    dec = -2 * a * alpha * log + 2 * a * (1 + alpha * rs) * dq / (q * q + q)
    return ex + ec, 4 * ex / 3 + ec - rs * dec / 3


test_density = np.logspace(-5, 0, 30)
library = libxc.eval_xc("LDA_X,LDA_C_PW", test_density, spin=0, deriv=1)
own = xc(test_density)
assert np.allclose(own[0], library[0], atol=2e-6, rtol=0)
assert np.allclose(own[1], library[1][0], atol=2e-6, rtol=0)


def analyse(u, Z, f, correlation=True):
    """Energy terms, potential and orbital expectation for orbital u."""
    n = f * u**2 / (4 * np.pi * r**2)
    hartree = (np.linalg.solve(D2, -f * u**2 / r) + f * r / RMAX) / r
    exc, vxc = xc(n, correlation)
    p = weights * u**2
    kinetic_one = -0.5 * np.sum(weights * u * (D2 @ u))
    inverse_r = np.sum(p / r)
    out = dict(T=f * kinetic_one, Ene=-Z * f * inverse_r,
               EH=0.5 * f * np.sum(p * hartree), Exc=f * np.sum(p * exc),
               Vxc=f * np.sum(p * vxc), inv=inverse_r, rad=np.sum(p * r),
               v=hartree + vxc)
    out["E"] = out["T"] + out["Ene"] + out["EH"] + out["Exc"]
    out["expect"] = kinetic_one - Z * inverse_r + np.sum(p * out["v"])
    return out


def lowest(Z, potential):
    values, vectors = eig(-0.5 * D2 + np.diag(-Z / r + potential))
    k = np.argmin(values.real)
    u = vectors[:, k].real
    return values[k].real, u / np.sqrt(np.sum(weights * u**2))


def solve_atom(Z, f, correlation=True):
    potential, previous = np.zeros_like(r), 0.0
    for _ in range(200):
        eps, u = lowest(Z, potential)
        result = analyse(u, Z, f, correlation)
        if abs(eps - previous) < 1e-10:
            result["eps"] = eps
            return result
        previous = eps
        potential = 0.5 * potential + 0.5 * result["v"]
    raise AssertionError("self-consistency not reached")


def gaussian_atom(Z):
    """Independent solution in even-tempered s Gaussians."""
    basis = [[0, [0.005 * 2.2**k, 1.0]] for k in range(19)]
    mol = gto.M(atom="H 0 0 0", basis={"H": basis}, charge=-1, spin=0,
                verbose=0)
    core = mol.intor("int1e_kin") + Z * mol.intor("int1e_nuc")
    mf = dft.RKS(mol)
    mf.xc = "LDA_X,LDA_C_PW"
    mf.grids.atom_grid = {"H": (150, 50)}
    mf.grids.prune = None
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-10

    def occupations(mo_energy=None, mo_coeff=None):
        occ = np.zeros(len(mo_energy))
        occ[np.argmin(mo_energy)] = Z
        return occ

    mf.get_hcore = lambda *args: core
    mf.get_occ = occupations
    orbital = eigh(core, mol.intor("int1e_ovlp"))[1][:, 0]
    mf.kernel(dm0=Z * np.outer(orbital, orbital))
    assert mf.converged
    return mf.e_tot, np.min(mf.mo_energy)


CHARGES = [0.5, 0.75, 1.0, 1.25, 1.5]
print(f"Hartree (eV), Bohr radius (angstrom): {EV:.6f} {ANG:.6f}")
print("LDA atoms: Z, eps (eV), E (eV), mean radius (angstrom)")
atoms, differences = {}, []
for Z in CHARGES:
    assert abs(lowest(Z, np.zeros_like(r))[0] + Z * Z / 2) < 1e-7
    atom = atoms[Z] = solve_atom(Z, Z)
    virial = (2 * atom["T"] + atom["Ene"] + atom["EH"]
              + 3 * (atom["Vxc"] - atom["Exc"]))
    assert abs(virial) < 1e-6
    from_eps = Z * atom["eps"] - atom["EH"] + atom["Exc"] - atom["Vxc"]
    assert abs(from_eps - atom["E"]) < 1e-6
    energy, orbital_energy = gaussian_atom(Z)
    # finite Gaussian basis cannot reproduce the nuclear cusp exactly
    assert abs(energy - atom["E"]) < 5e-5
    assert abs(orbital_energy - atom["eps"]) < 5e-5
    differences += [abs(energy - atom["E"]),
                    abs(orbital_energy - atom["eps"])]
    print(f"  {Z:.2f} {atom['eps']*EV:.4f} {atom['E']*EV:.4f} "
          f"{atom['rad']*ANG:.4f}")
assert all(atoms[a]["eps"] > atoms[b]["eps"]
           and atoms[a]["rad"] > atoms[b]["rad"]
           for a, b in zip(CHARGES, CHARGES[1:]))
print(f"Largest Gaussian-basis difference (eV): {max(differences)*EV:.1e}")
chosen = atoms[1.25]
print("Energy terms for Z = 1.25 (eV):")
for key, label in [("T", "kinetic"), ("Ene", "nuclear attraction"),
                   ("EH", "Hartree"), ("Exc", "exchange-correlation"),
                   ("Vxc", "integral n*vxc")]:
    print(f"  {label}: {chosen[key]*EV:.4f}")
print(f"  f*eps: {1.25*chosen['eps']*EV:.4f}")

# ---------- derivatives with respect to electron number and charge ----------
step = 0.01
for Z in [0.5, 1.25]:
    atom = atoms[Z]
    janak = (solve_atom(Z, Z + step)["E"]
             - solve_atom(Z, Z - step)["E"]) / (2 * step)
    family = (solve_atom(Z + step, Z + step)["E"]
              - solve_atom(Z - step, Z - step)["E"]) / (2 * step)
    predicted = atom["eps"] - Z * atom["inv"]
    # central differences have an error proportional to step squared
    assert abs(janak - atom["eps"]) < 1e-4
    assert abs(family - predicted) < 1e-4
    print(f"Z={Z:.2f} dE/df, eps (eV): {janak*EV:.4f} {atom['eps']*EV:.4f}")
    print(f"Z={Z:.2f} neutral dE/dZ, formula (eV): "
          f"{family*EV:.4f} {predicted*EV:.4f}")

# ---------- exchange-only hand solution ----------
K = 0.75 * (3 / np.pi) ** (1 / 3) * 27 / 64 * np.pi ** (-1 / 3)
print(f"Exchange coefficient K (dimensionless): {K:.6f}")
print("Exchange only: Z, zeta*a0, E trial, E solved,")
print("  eps trial, eps solved (energies in eV)")


def trial_orbital(zeta):
    return 2 * zeta**1.5 * r * np.exp(-zeta * r)


for Z in CHARGES:
    zeta = 11 * Z / 16 + K * Z ** (1 / 3)
    energy = -Z * zeta**2 / 2
    eps = (zeta**2 / 2 - Z * zeta + 5 * Z * zeta / 8
           - 4 * K * Z ** (1 / 3) * zeta / 3)
    search = minimize_scalar(
        lambda s: analyse(trial_orbital(s), Z, Z, False)["E"],
        bounds=(0.3, 2.5), method="bounded", options={"xatol": 1e-8})
    assert abs(search.x - zeta) < 1e-4
    assert abs(search.fun - energy) < 1e-6
    expectation = analyse(trial_orbital(zeta), Z, Z, False)["expect"]
    assert abs(expectation - eps) < 1e-5
    solved = solve_atom(Z, Z, False)
    assert solved["E"] < energy
    assert (energy - solved["E"]) / abs(solved["E"]) < 0.03
    print(f"  {Z:.2f} {zeta:.4f} {energy*EV:.4f} {solved['E']*EV:.4f} "
          f"{eps*EV:.4f} {solved['eps']*EV:.4f}")

print("verified")
```

Output:

```
Clusters used in electron count: 9
III-V charges, cation and anion (e): 1.25 0.75
II-VI charges, cation and anion (e): 1.50 0.50
Model cluster cations, anions: 13 4
Host bonds, cation broken, anion broken: 16 36 0
Model cation, anion, H energies (eV): 1.0 -1.0 0.0
Model bond, intra-atomic couplings (eV): 4.0 1.0
Levels below gap: 52
Electrons with fractional H: 104
Electrons with ordinary H: 95
Valence top, conduction bottom (eV): -3.123 2.112
Weyl bounds on these edges (eV): -2.531 0.531
Levels inside that gap without H: 36
Hartree (eV), Bohr radius (angstrom): 27.211386 0.529177
LDA atoms: Z, eps (eV), E (eV), mean radius (angstrom)
  0.50 -2.9560 -2.1490 1.4579
  0.75 -4.5559 -5.8189 1.0975
  1.00 -6.3527 -12.1272 0.8855
  1.25 -8.3484 -21.7469 0.7446
  1.50 -10.5423 -35.3456 0.6435
Largest Gaussian-basis difference (eV): 8.4e-06
Energy terms for Z = 1.25 (eV):
  kinetic: 20.9148
  nuclear attraction: -47.0560
  Hartree: 14.3540
  exchange-correlation: -9.9598
  integral n*vxc: -13.0023
  f*eps: -10.4355
Z=0.50 dE/df, eps (eV): -2.9560 -2.9560
Z=0.50 neutral dE/dZ, formula (eV): -10.3069 -10.3062
Z=1.25 dE/df, eps (eV): -8.3485 -8.3484
Z=1.25 neutral dE/dZ, formula (eV): -45.9939 -45.9932
Exchange coefficient K (dimensionless): 0.212742
Exchange only: Z, zeta*a0, E trial, E solved,
  eps trial, eps solved (energies in eV)
  0.50 0.5126 -1.7875 -1.7878 -2.1807 -2.1870
  0.75 0.7089 -5.1282 -5.1359 -3.5593 -3.6225
  1.00 0.9002 -11.0265 -11.0624 -5.1084 -5.2858
  1.25 1.0885 -20.1522 -20.2513 -6.8139 -7.1679
  1.50 1.2748 -33.1651 -33.3778 -8.6657 -9.2621
verified
```
